# Why the Cahill-Pohl minimum thermal conductivity is not a lower bound

**Q:** When I estimate heating in a chip, I use the Cahill-Pohl minimum conductivity as a floor for every dielectric. Its oscillations live for half a period, and nothing can be more disordered than that. Yet disordered layered tungsten diselenide, WSe$_2$, is reported to conduct roughly 0.05 W/(m K) across its layers near room temperature, several times below the formula. Should I distrust the measurement?

**A:** Not on that ground. The formula is an estimate, and a value below it violates no law. To see what it assumes, start from the kinetic expression. In a temperature gradient along $z$, a mode of frequency $\omega$, group velocity $v_z$ and lifetime $\tau$ has its occupation shifted by $-\tau v_z(\partial n_0/\partial T)(dT/dz)$, where $n_0$ is the Bose function. Multiplying by the energy $\hbar\omega$ and the velocity $v_z$, and summing over modes, gives

$$\kappa_z=\sum_i\int\frac{d^3k}{(2\pi)^3}\,k_BC(x)\,v_z^2\,\tau,\qquad C(x)=\frac{x^2e^x}{(e^x-1)^2},\quad x=\frac{\hbar\omega}{k_BT}.$$

The index $i$ counts three polarizations. Now make three assumptions: the waves are isotropic with $\omega=v_ik$, they carry energy at the sound speed $v_i$, and $\tau=\pi/\omega$. The path $v_i\tau=\pi/k$ is then half a wavelength. The angular average of $v_z^2$ is $v_i^2/3$, and $d^3k/(2\pi)^3$ becomes $k^2dk/(2\pi^2)$, so

$$\kappa_{CP}=\sum_i\frac{k_B}{2\pi^2}\int_0^{k_D}k^2\,C\,\frac{v_i^2}{3}\,\frac{\pi}{v_ik}\,dk=\sum_i\frac{k_Bv_i}{6\pi}\int_0^{k_D}k\,C\,dk.$$

For number density $n$ the Debye cut-off is $k_D=(6\pi^2n)^{1/3}$. With $\Theta_i=\hbar v_ik_D/k_B$ we have $k=k_D(T/\Theta_i)x$, and $k_D^2/(6\pi)=(\pi/6)^{1/3}n^{2/3}$. Therefore

$$\kappa_{CP}=\left(\frac{\pi}{6}\right)^{1/3}k_Bn^{2/3}\sum_iv_i\left(\frac{T}{\Theta_i}\right)^2\int_0^{\Theta_i/T}\frac{x^3e^x}{(e^x-1)^2}\,dx.$$

At high temperature $C\to1$, the integral tends to $(\Theta_i/T)^2/2$, and $\kappa_{CP}\to\frac12(\pi/6)^{1/3}k_Bn^{2/3}\sum_iv_i$.

**Q:** But the lifetime is the shortest possible one. Doesn't that make it a minimum?

**A:** It was inserted, not derived as the minimum of anything. The result is proportional to $\tau$, so a shorter lifetime gives a lower value. If you object that a wave cannot be defined for less than half a period, you have found where the kinetic picture stops being reliable. That is not a proof that the true conductivity stays above the number obtained there.

**Q:** Suppose I accept half a period. Is the formula then a floor?

**A:** No, because isotropy was a separate assumption. As a simple model, treat the three polarizations as independent scalar waves, and let the sound speeds in the layers be $r$ times the cross-plane speeds $v_i$, with $r>1$:

$$\omega^2=v_i^2(r^2k_p^2+k_z^2).$$

Here $k_p$ is the in-plane wave number. A real layered crystal cannot have the same $r>1$ for all three polarizations. One shear constant sets both the speed of a shear wave travelling across the layers and that of a wave travelling along them with its displacement across them. The model tests the logic of the formula; it does not describe a particular material. Write $k_z=\mu k$ and $g=r^2(1-\mu^2)+\mu^2$, so that $\omega=v_ik\sqrt g$. Differentiating $\omega^2$ gives $v_z=\partial\omega/\partial k_z=v_i^2k_z/\omega$. With the same lifetime,

$$v_z^2\,\frac{\pi}{\omega}=\frac{\pi v_i^4\mu^2k^2}{v_i^3k^3g^{3/2}}=\frac{\pi v_i\mu^2}{k\,g^{3/2}}.$$

The isotropic solid has $g=1$. I compare with $\kappa_{CP}$ evaluated at the cross-plane speeds. At high temperature, with the same spherical cut-off $k_D$, the integral over $k$ cancels in the ratio. Since $\int_0^1\mu^2d\mu=1/3$,

$$\frac{\kappa_z}{\kappa_{CP}}=F(r)=3\int_0^1\frac{\mu^2\,d\mu}{g^{3/2}}.$$

Set $s=\sqrt{r^2-1}$, so $g=r^2-s^2\mu^2$ and $d(g^{-1/2})/d\mu=s^2\mu g^{-3/2}$. Integration by parts, with $g(1)=1$, gives

$$F=\frac{3}{s^2}\left[1-\int_0^1\frac{d\mu}{\sqrt{r^2-s^2\mu^2}}\right]=\frac{3}{s^2}\left[1-\frac{\arctan s}{s}\right].$$

The last integral is $\arcsin(s/r)/s$, and $\arcsin(s/r)=\arctan s$ because $\sqrt{r^2-s^2}=1$. For $s\to0$, $\arctan s/s\approx1-s^2/3$ and $F\to1$, as it must. For large $r$, $F\to3/r^2$. Physically, most modes have their group velocity turned towards the layers and carry little heat across them. Their higher frequencies also shorten the assumed lifetime $\pi/\omega$, which lowers the result further.

**Q:** Could that be an artefact of the high-temperature limit, or of the spherical cut-off?

**A:** The temperature does not rescue the floor. At fixed $k$, $g\ge1$ makes the layered frequency at least as high as the isotropic one. The function $C=[(x/2)/\sinh(x/2)]^2$ falls with $x$, since $\sinh y/y$ grows with $y$. Replacing $C$ by its larger isotropic value therefore gives $\kappa_z(T)\le F(r)\,\kappa_{CP}(T)$ at every temperature.

The cut-off does change the size of the effect. Suppose it follows a surface of constant frequency instead. Use $\mathbf p=(r\mathbf k_p,k_z)$, for which $\omega=v_ip$, $v_z=v_ip_z/p$ and $d^3k=d^3p/r^2$. The integrand is now isotropic in $\mathbf p$. Keeping the number of modes requires $p_D^3/r^2=k_D^3$, so $p_D=r^{2/3}k_D$. The high-temperature integral grows as $p_D^2$, hence

$$\frac{\kappa_z}{\kappa_{CP}}=\frac{1}{r^2}\,\frac{p_D^2}{k_D^2}=r^{-2/3}.$$

This is a weaker reduction, but it also tends to zero as $r$ grows. Within this family of models, no fixed positive fraction of $\kappa_{CP}$ is a bound.

**Q:** What does this amount to in numbers?

**A:** Take the scalar model with $n=5\times10^{28}$ m$^{-3}$, cross-plane speeds of 2000, 1200 and 1200 m/s, and $r=3$. The unit $k_Bn^{2/3}\sum_iv_i$ is 0.8245 W/(m K), so the high-temperature estimate is

$$\kappa_{CP}=0.4030\times0.8245=0.332\ \text{W/(m K)}.$$

At 300 K the full integral gives 0.328 W/(m K). For $r=3$, $s=\sqrt8=2.828$ and

$$F=\frac38\left(1-\frac{1.231}{2.828}\right)=0.212.$$

The classical layered value is thus $0.212\times0.332=0.070$ W/(m K). At 300 K it is 0.068 W/(m K), and the ratio to $\kappa_{CP}$ is 0.207, just below $F$ as the inequality requires. The constant-frequency cut-off gives a high-temperature ratio of 0.481, or 0.16 W/(m K).

For your chip, the temperature drop across a film at given heat flux and thickness is proportional to $1/\kappa$. In the scalar model with the spherical cut-off, the supposed floor would underestimate that drop by a factor $1/0.207\approx4.8$. Do not carry this factor over to a real film. There the wave displaced across the layers is not stiffened by $r$, and the reduction can be much smaller. For coupled elastic waves with the same cross-plane speeds, in-plane speeds of 6000 and 3600 m/s for waves displaced within the layers, one shared shear constant and $C_{13}$ between 0 and $C_{33}$, the high-temperature ratio is about 0.7 to 0.86 rather than 0.21.

**Q:** You still rely on a lifetime. Can a conductivity fall below the formula without one?

**A:** Yes. Consider a harmonic stack of perfect sheets whose masses vary at random from layer to layer. Measure mass in units of the mean, length in layer spacings, and stiffness in units of the spring between layers. Each sheet is uniform, so the in-plane wave number $q$ is conserved. For one polarization, layer $j$ with relative mass $1+\delta_j$ obeys

$$(1+\delta_j)\omega^2u_j=(W+2)u_j-u_{j+1}-u_{j-1},\qquad W=r^2q^2.$$

Each $q$ is a separate disordered chain. Leads of mean mass carry waves $e^{i\theta j}$ with $\omega^2=W+2-2\cos\theta$, so $d\omega=(\sin\theta/\omega)\,d\theta$. In the classical limit a channel with transmission $\mathcal T$ contributes $k_B\mathcal T\,d\omega/(2\pi)$ to the conductance. Multiplying the conductance per area by the thickness $N$ gives, in units of $k_B$ and the quantities above,

$$\kappa(N)=N\int\frac{d^2q}{(2\pi)^2}\int_0^\pi\frac{d\theta}{2\pi}\,\frac{\sin\theta}{\omega}\,\langle\mathcal T_N\rangle.$$

**Q:** How does the disorder reduce the transmission?

**A:** Start with one odd layer at $j=0$. The wave is $e^{i\theta j}+\rho e^{-i\theta j}$ on the left and $te^{i\theta j}$ on the right, with $1+\rho=t$ by continuity. Using $W+2-\omega^2=2\cos\theta$, the equation at $j=0$ is

$$(2\cos\theta-\delta\omega^2)t=te^{i\theta}+e^{-i\theta}+(t-1)e^{i\theta}=2te^{i\theta}-2i\sin\theta.$$

Since $2\cos\theta-2e^{i\theta}=-2i\sin\theta$, this gives

$$t=\frac{2i\sin\theta}{2i\sin\theta+\delta\omega^2},\qquad |t|^2=\frac{4\sin^2\theta}{4\sin^2\theta+\delta^2\omega^4}.$$

For weak disorder $\ln|t|^2\approx-\delta^2\omega^4/(4\sin^2\theta)$. Two scatterers in series transmit $\mathcal T_1\mathcal T_2/|1-ze^{i\phi}|^2$, with $|z|<1$ and $\phi$ the round-trip phase. If $\phi$ is uniformly distributed, $\ln|1-ze^{i\phi}|^2$ averages to zero, because every term of its power series does. The logarithms then add. With mass variance $\sigma^2$,

$$\langle\ln\mathcal T_N\rangle=-\frac{N\sigma^2\omega^4}{4\sin^2\theta}.$$

The uniform phase is an assumption, so the resulting law was checked for one case. With masses spread uniformly within 30% of the mean, $\sigma^2=0.03$. For $\theta=1$, $W=0.5$ and 400 layers the law gives $-8.54$, and direct wave propagation gives $-8.56$.

**Q:** So thick stacks transmit only the modes with small exponents. What is left of the conductivity?

**A:** At small $\theta$, $\omega^2\approx W+\theta^2$. Set $\theta=X/(\sigma\sqrt N)$ and $W=Y/(\sigma^2N)$. The exponent becomes

$$\frac{N\sigma^2(W+\theta^2)^2}{4\theta^2}=\frac{(Y+X^2)^2}{4X^2},$$

which no longer contains $N$. I assume that the mean transmission, which differs from the exponential of the mean logarithm, also depends on this combination alone. Since $d^2q/(2\pi)^2=dW/(4\pi r^2)$, the integral gains a factor $N^{-1}$ from $dW$ and $N^{-1/2}$ from $d\theta$, while $\sin\theta/\omega\approx\theta/\omega$ gains none. The conductance falls as $N^{-3/2}$, so

$$\kappa(N)\propto N\cdot N^{-3/2}=N^{-1/2}\to0.$$

For numbers, keep the scalar model, with the density, speeds, $r$ and 30% mass spread used above. Take the layer spacing as $n^{-1/3}$ and include one in-plane mode per sheet area $n^{-2/3}$, so that $q^2\le4\pi$ in the reduced units. Summed over polarizations, the unit of $\kappa$ is then $k_Bn^{2/3}\sum_iv_i$, as before. The classical results are:

| Layers | $\kappa$, W/(m K) | Standard error, W/(m K) |
|---:|---:|---:|
| 16 | 0.0282 | 0.0004 |
| 64 | 0.0343 | 0.0008 |
| 1024 | 0.0199 | 0.0008 |
| 16384 | 0.0056 | 0.0004 |

The conductivity first rises slightly with thickness and then falls. From 2048 to 16384 layers the fitted exponent is $-0.48$, close to $-1/2$. The errors at the two ends are 6% and 8%, and at these thicknesses the limiting law is not yet fully reached, so a slope slightly shallower than $-1/2$ is expected. The thickest stack, about 4.4 µm, has 1.7% of the high-temperature $\kappa_{CP}$. Quantum statistics can only lower the stack's value, since $C\le1$, but at 300 K the change is below 1%.

**Q:** Perhaps the contacts to the leads cause the low values.

**A:** Then adding layers would reveal a better conductor inside. The conductivity of the layers added between $N_1$ and $N_2$ is

$$\kappa_{add}=\frac{N_2-N_1}{N_2/\kappa_2-N_1/\kappa_1}.$$

When $\kappa_2<\kappa_1$, the denominator exceeds $(N_2-N_1)/\kappa_2$, so $\kappa_{add}<\kappa_2$. Between 4096 and 16384 layers it is 0.0048 W/(m K), below the 0.0056 W/(m K) of the whole stack. In thin stacks, where $\kappa$ still rises with thickness, the contacts do lower the value somewhat. Even there the layers added between 16 and 64 conduct only 0.037 W/(m K) in this model, far below $\kappa_{CP}$.

**Q:** Does this explain WSe$_2$?

**A:** No. It shows that the formula is not a general bound, so a value below it is no reason by itself to reject a measurement. It neither predicts the value in that material nor identifies the mechanism. The stack has mass disorder, perfect sheets, no anharmonicity and the same $r$ for every polarization. The argument for the thick limit does not depend on the value of $r$, but the conductivity at a given thickness does. A wave displaced across the sheets is softer in the plane than $r=3$ implies. Give the 2000 m/s wave the shear speed 1200 m/s in the plane, that is $r=0.6$, and keep $r=3$ for the other two. The conductivity then rises about twelvefold for thin and thick stacks alike, because it scales nearly as $1/r^2$ for each polarization. It reaches about $\kappa_{CP}$ at 16 layers, $1.2\,\kappa_{CP}$ at 64 and $0.7\,\kappa_{CP}$ at 1024. With $r=1$ for that wave the rise is about fivefold. None of the low values in the table should be carried over to a real film. Anharmonic forces or disorder within the sheets would mix different $q$, and the argument for a vanishing conductivity would no longer apply. The $N^{-1/2}$ law has been derived here only for this model with these leads.

**Q:** What should I do with the formula, then?

**A:** Use it as a scale for a strongly disordered, nearly isotropic solid. For a layered film, let the cross-plane conductivity be a quantity to measure or compute, and allow your thermal design to take values below $\kappa_{CP}$. The numerical output below gives the remaining thicknesses and intermediate values.

## Values computed for the example and the checks

```
number density: 5.0e+28 m^-3
cross-plane speeds: 2000 1200 1200 m/s
in-plane to cross-plane speed ratio r: 3.0
temperature: 300 K
Debye wave vector: 1.4360e+10 m^-1
Debye temperatures: 219.4 131.6 131.6 K
Cahill-Pohl, high-T limit: 0.3323 W/(m K)
Cahill-Pohl, 300 K: 0.3275 W/(m K)
layered, same lifetime, high-T limit: 0.0704 W/(m K)
layered, same lifetime, 300 K: 0.0679 W/(m K)
ratio F(r), spherical cut-off, high T: 0.2118
ratio layered/Cahill-Pohl at 300 K: 0.2072
ratio, constant-frequency cut-off, high T: 0.4807
F at r = 100: 2.953e-04; 3/r^2: 3.000e-04
layer mass half-spread: 0.30; variance: 0.0300
test chain: theta 1.0, W 0.5, 400 layers
mean ln T, computed: -8.563; law: -8.536
conductivity unit k_B n^(2/3) sum v: 0.8245 W/(m K)
Cahill-Pohl in this unit: 0.4030
clean-stack conductance, reduced: 0.05288
layer spacing n^(-1/3): 0.2714 nm
random stack, classical: layers, kappa and std. error in W/(m K)
      16  0.02815 +- 0.00035
      32  0.03160 +- 0.00058
      64  0.03425 +- 0.00078
     128  0.03290 +- 0.00080
     256  0.03063 +- 0.00105
     512  0.02480 +- 0.00089
    1024  0.01994 +- 0.00079
    2048  0.01508 +- 0.00090
    4096  0.01118 +- 0.00090
    8192  0.00775 +- 0.00053
   16384  0.00555 +- 0.00044
thickness of 16384 layers: 4447 nm
ratio to Cahill-Pohl, 16384 layers: 0.0167
thickness exponent, 2048 to 16384 layers: -0.481
kappa of layers added from 4096 to 16384: 0.00475 W/(m K)
```
